# Transport-to-total elastic cross-section ratio for screened Rutherford scattering: test program

```python
"""Transport-to-total elastic cross-section ratio for screened Rutherford scattering.

Result under test, for dsigma/dOmega = A / (1 - cos(theta) + 2 a)^2:
    sigma_tr / sigma = 2 a [ (1 + a) ln(1 + 1/a) - 1 ]
theta : polar scattering angle;  mu = (1 - cos(theta)) / 2, from 0 to 1
a     : screening parameter, 1 / (4 k^2 R^2) for a Yukawa potential of radius R
sigma : total elastic cross section;  sigma_tr : integral weighted by 1 - cos(theta)
Internal units are Hartree atomic units; printed units are stated on each line.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.special import spherical_jn, spherical_yn
from pyscf import gto, scf

HARTREE_EV = sc.physical_constants["Hartree energy in eV"][0]
BOHR_NM = sc.physical_constants["Bohr radius"][0] * 1e9
ALPHA = sc.fine_structure


def ratio_formula(a):
    return 2 * a * ((1 + a) * np.log1p(1 / a) - 1)


def fraction_below(mu_c, a):
    """Fraction of collisions with mu < mu_c."""
    return (1 + a) * mu_c / (mu_c + a)


def transport_below(mu_c, a):
    """Part of sigma_tr/sigma that comes from mu < mu_c."""
    return 2 * a * (1 + a) * (np.log1p(mu_c / a) - mu_c / (mu_c + a))


def angular_integral(a, power, theta_max=np.pi):
    """Integral over theta of sin(theta) (1-cos)^power / (1-cos+2a)^2."""
    def integrand(theta):
        one_minus_cos = 2 * np.sin(theta / 2) ** 2
        return np.sin(theta) * one_minus_cos ** power / (one_minus_cos + 2 * a) ** 2
    split = min(4 * np.sqrt(a), 0.5 * theta_max)
    return sum(quad(integrand, lo, hi, epsabs=0, epsrel=1e-11, limit=400)[0]
               for lo, hi in ((0, split), (split, theta_max)))


# ---- the ratio, the total and the partial fractions against their definitions
worst_ratio_error = 0.0
for a_test in (1e-4, 1e-3, 0.02, 0.3, 2.0, 40.0):
    total = angular_integral(a_test, 0)
    direct = angular_integral(a_test, 1) / total
    worst_ratio_error = max(worst_ratio_error, abs(ratio_formula(a_test) / direct - 1))
    assert abs(total * 2 * a_test * (1 + a_test) - 1) < 1e-8
    angle = 0.6
    mu_angle = np.sin(angle / 2) ** 2
    assert abs(angular_integral(a_test, 0, angle) / total
               / fraction_below(mu_angle, a_test) - 1) < 1e-8
    assert abs(angular_integral(a_test, 1, angle) / total
               / transport_below(mu_angle, a_test) - 1) < 1e-7
assert worst_ratio_error < 1e-8

# ---- limits, compared with direct integration
small_a, large_a = 1e-4, 40.0
direct_small = angular_integral(small_a, 1) / angular_integral(small_a, 0)
direct_large = angular_integral(large_a, 1) / angular_integral(large_a, 0)
assert abs(2 * small_a * (np.log(1 / small_a) - 1) / direct_small - 1) < 3 * small_a
assert abs(direct_large - (1 - 1 / (3 * large_a))) < 0.3 / large_a ** 2


def kinematics(energy_ev):
    """Wave number, Lorentz factor and v/c of an electron."""
    kinetic = energy_ev / HARTREE_EV
    gamma = 1 + ALPHA ** 2 * kinetic
    k = np.sqrt(2 * kinetic + (ALPHA * kinetic) ** 2)
    return k, gamma, np.sqrt(1 - 1 / gamma ** 2)


def yukawa_born(energy_ev, charge, radius):
    """Screening parameter, total and transport cross sections (bohr^2)."""
    k, gamma, _ = kinematics(energy_ev)
    a = 1 / (4 * k ** 2 * radius ** 2)
    strength = 4 * np.pi * (gamma * charge / (2 * k ** 2)) ** 2
    total = strength / (a * (1 + a))
    return a, total, total * ratio_formula(a)


def partial_wave_sections(k, gamma, charge, radius, l_max=170, r_end=8.0, step=0.001):
    """Cross sections from phase shifts (ratio form of the Numerov method)."""
    l = np.arange(l_max + 1)
    barrier = l * (l + 1.0)

    def numerov_term(r):
        q = k ** 2 + 2 * gamma * charge * np.exp(-r / radius) / r - barrier / r ** 2
        return -step ** 2 * q / 12

    n_steps = int(round(r_end / step))
    inverse = np.zeros(l_max + 1)
    for n in range(1, n_steps + 1):
        term = numerov_term(n * step)
        deep = term > 0.3          # deep inside the barrier the wave is set to zero
        term = np.minimum(term, 0.3)
        forward = (2 + 10 * term) / (1 - term) - inverse
        inverse = np.where(deep, 0.0, 1 / forward)
    r1, r2 = n_steps * step, (n_steps + 1) * step
    growth = forward * (1 - numerov_term(r1)) / (1 - numerov_term(r2))
    j1, j2 = (r * spherical_jn(l, k * r) for r in (r1, r2))
    y1, y2 = (r * spherical_yn(l, k * r) for r in (r1, r2))
    delta = np.arctan((j2 - growth * j1) / (y2 - growth * y1))
    total = 4 * np.pi / k ** 2 * np.sum((2 * l + 1) * np.sin(delta) ** 2)
    transport = 4 * np.pi / k ** 2 * np.sum(
        (l[:-1] + 1) * np.sin(delta[:-1] - delta[1:]) ** 2)
    return total, transport


# ---- worked example: carbon film in a scanning electron microscope
Z = 6
beam_ev = 10000.0
film_nm = 50.0
density_g_cm3 = 2.0                # rough typical value, amorphous carbon
molar_mass = 12.011                # g/mol
excitation_ev = 80.0               # rough mean excitation energy
screen_radius = 0.885 * Z ** (-1 / 3)
k, gamma, beta = kinematics(beam_ev)
a, sigma, sigma_tr = yukawa_born(beam_ev, Z, screen_radius)
ratio = ratio_formula(a)
atoms_nm3 = density_g_cm3 / molar_mass * sc.N_A * 1e-21
mfp = 1 / (atoms_nm3 * sigma * BOHR_NM ** 2)
mfp_tr = 1 / (atoms_nm3 * sigma_tr * BOHR_NM ** 2)

# ---- weak coupling: the wave equation must reproduce both Born cross sections
weak_charge = 0.06
weak_total, weak_transport = partial_wave_sections(k, gamma, weak_charge, screen_radius)
_, weak_born_total, weak_born_transport = yukawa_born(beam_ev, weak_charge, screen_radius)
weak_total_error = weak_total / weak_born_total - 1
weak_transport_error = weak_transport / weak_born_transport - 1
assert abs(weak_total_error) < 0.01       # higher Born orders and radial grid
assert abs(weak_transport_error) < 0.01
full_total, full_transport = partial_wave_sections(k, gamma, Z, screen_radius)

# ---- Monte Carlo: mean direction cosine after a given path length
rng = np.random.default_rng(7)


def mean_cosine(path_in_mfp, electrons=100000):
    collisions = rng.poisson(path_in_mfp, electrons)
    cosine = np.ones(electrons)
    for n in range(collisions.max()):
        active = np.flatnonzero(collisions > n)
        u = rng.random(active.size)
        turn = 1 - 2 * a * u / (1 + a - u)
        phi = 2 * np.pi * rng.random(active.size)
        old = cosine[active]
        sines = np.sqrt(np.maximum(0, (1 - old ** 2) * (1 - turn ** 2)))
        cosine[active] = np.clip(old * turn + sines * np.cos(phi), -1, 1)
    return cosine.mean(), cosine.std() / np.sqrt(electrons)


film_cos = np.exp(-film_nm / mfp_tr)
mc_film, mc_film_error = mean_cosine(film_nm / mfp)
mc_half, mc_half_error = mean_cosine(0.5 * mfp_tr / mfp)
assert abs(mc_film - film_cos) < 5 * mc_film_error
assert abs(mc_half - np.exp(-0.5)) < 5 * mc_half_error

# ---- Born cross sections for any atomic form factor
nodes, weights = np.polynomial.legendre.leggauss(240)
log_span = np.log1p(1 / a)
shifted = a * np.exp(0.5 * log_span * (nodes + 1))
mu = shifted - a
mu_weights = 0.5 * log_span * weights * shifted
q = 2 * k * np.sqrt(mu)


def born_sections(net_charge):
    """net_charge: nuclear charge minus electron form factor, on the q grid."""
    differential = 4 * np.pi * (2 * gamma * net_charge / q ** 2) ** 2
    return (np.sum(mu_weights * differential),
            np.sum(mu_weights * 2 * mu * differential))


qr2 = (q * screen_radius) ** 2
check_total, check_transport = born_sections(Z * qr2 / (1 + qr2))
assert abs(check_total / sigma - 1) < 1e-6
assert abs(check_transport / sigma_tr - 1) < 1e-6

# ---- screening by the computed electron density of the free carbon atom
atom = gto.M(atom="C 0 0 0", basis="6-311g", spin=2, verbose=0)
field = scf.UHF(atom)
field.kernel()
assert field.converged
density_matrix = np.sum(field.make_rdm1(), axis=0)
x, wx = np.polynomial.legendre.leggauss(1000)
s = 0.5 * (x + 1)
r_max = 14.0
r = r_max * s ** 2
r_weights = r_max * s * wx
rho = np.zeros_like(r)
for direction in np.vstack([np.eye(3), -np.eye(3)]):   # exact average for s and p
    orbitals = atom.eval_gto("GTOval", r[:, None] * direction)
    rho += np.einsum("pi,ij,pj->p", orbitals, density_matrix, orbitals) / 6
shell = 4 * np.pi * r ** 2 * rho * r_weights
electrons_found = shell.sum()
assert abs(electrons_found - Z) < 1e-3
net = (1 - np.sinc(np.outer(q, r) / np.pi)) @ shell
hf_total, hf_transport = born_sections(net)

# ---- other neglected effects
base = 1 / (mu + a) ** 2
spin_factor = 1 - beta ** 2 * mu
spin_total = np.sum(mu_weights * base * spin_factor) / np.sum(mu_weights * base)
spin_transport = (np.sum(mu_weights * mu * base * spin_factor)
                  / np.sum(mu_weights * mu * base))
mu_45 = np.sin(np.pi / 8) ** 2
inelastic_integral = quad(lambda m: 2 * (m + 2 * a) / (m + a) ** 2, 0, mu_45,
                          epsabs=0, epsrel=1e-10, limit=300)[0]
elastic_integral = np.sum(mu_weights * 2 * mu * base)
inelastic_share = inelastic_integral / (Z * elastic_integral)
stopping = (2 * np.pi * atoms_nm3 * BOHR_NM ** 3 * Z / (beam_ev / HARTREE_EV)
            * np.log(1.166 * beam_ev / excitation_ev) * HARTREE_EV / BOHR_NM)
film_loss = stopping * film_nm
_, _, exit_transport = yukawa_born(beam_ev - film_loss, Z, screen_radius)

# ---- consequences of the formula for the example
mu_20 = np.sin(np.radians(10)) ** 2
median_angle = np.degrees(2 * np.arcsin(np.sqrt(a / (1 + 2 * a))))
assert abs(fraction_below(a / (1 + 2 * a), a) - 0.5) < 1e-12
double_total = a * (1 + a) / (2 * a * (1 + 2 * a))
double_transport = double_total * ratio_formula(2 * a) / ratio


def percent(new, old):
    return f"{100 * (new / old - 1):+.2f} %"


print(f"Largest relative error of ratio formula: {worst_ratio_error:.1e}")
for a_show in (0.001, 0.01, 0.1, 1.0, 10.0):
    print(f"Ratio at a = {a_show:g}: {ratio_formula(a_show):.5f}")
print(f"Beam energy: {beam_ev:.0f} eV; film thickness: {film_nm:.0f} nm")
print(f"Atomic number: {Z}; molar mass: {molar_mass:.3f} g/mol")
print(f"Density (rough): {density_g_cm3:.1f} g/cm3")
print(f"Atom density: {atoms_nm3:.2f} nm^-3")
print(f"Lorentz factor: {gamma:.5f}; v/c: {beta:.4f}")
print(f"Wave number k: {k / BOHR_NM:.2f} nm^-1")
print(f"Screening radius R: {screen_radius * BOHR_NM:.5f} nm")
print(f"Screening parameter a: {a:.6f}")
print(f"ln(1+1/a): {np.log1p(1 / a):.4f}")
print(f"Bracket (1+a)ln(1+1/a)-1: {ratio / (2 * a):.4f}")
print(f"Ratio sigma_tr/sigma: {ratio:.6f}")
print(f"Small-a form of ratio: {2 * a * (np.log(1 / a) - 1):.6f}")
print(f"Total cross section: {sigma * BOHR_NM ** 2:.4e} nm^2")
print(f"Transport cross section: {sigma_tr * BOHR_NM ** 2:.4e} nm^2")
print(f"Elastic mean free path: {mfp:.2f} nm")
print(f"Transport mean free path: {mfp_tr:.0f} nm")
print(f"Mean number of elastic collisions in 50 nm path: {film_nm / mfp:.3f}")
print(f"Mean cosine after film path, formula: {film_cos:.5f}")
print(f"Mean cosine, Monte Carlo: {mc_film:.5f} +- {mc_film_error:.5f}")
print(f"Mean cosine at half transport path, formula: {np.exp(-0.5):.4f}")
print(f"Same, Monte Carlo: {mc_half:.4f} +- {mc_half_error:.4f}")
print(f"Median single-collision angle: {median_angle:.2f} deg")
print(f"Collisions beyond 20 deg: {100 * (1 - fraction_below(mu_20, a)):.2f} %")
print(f"Share of sigma_tr beyond 20 deg: "
      f"{100 * (1 - transport_below(mu_20, a) / ratio):.1f} %")
print(f"Doubling a at fixed C, change of sigma: {percent(double_total, 1)}")
print(f"Doubling a at fixed C, change of sigma_tr: {percent(double_transport, 1)}")
print(f"Weak-coupling test charge: {weak_charge:.2f} e")
print(f"Weak coupling, waves vs Born, sigma: {100 * weak_total_error:+.3f} %")
print(f"Weak coupling, waves vs Born, sigma_tr: {100 * weak_transport_error:+.3f} %")
print(f"Coupling Z*alpha/beta for carbon: {Z * ALPHA / beta:.3f}")
print(f"Beyond Born, change of sigma: {percent(full_total, sigma)}")
print(f"Beyond Born, change of sigma_tr: {percent(full_transport, sigma_tr)}")
print(f"Beyond Born, ratio: {full_transport / full_total:.6f}")
print(f"UHF density, electrons integrated: {electrons_found:.5f}")
print(f"UHF screening, change of sigma: {percent(hf_total, sigma)}")
print(f"UHF screening, change of sigma_tr: {percent(hf_transport, sigma_tr)}")
print(f"UHF screening, ratio: {hf_transport / hf_total:.6f}")
print(f"Spin factor, change of sigma: {percent(spin_total, 1)}")
print(f"Spin factor, change of sigma_tr: {percent(spin_transport, 1)}")
print(f"Inelastic deflection relative to sigma_tr: {100 * inelastic_share:.1f} %")
print(f"Mean excitation energy (rough): {excitation_ev:.0f} eV")
print(f"Bethe stopping power: {stopping:.2f} eV/nm")
print(f"Energy loss in film path: {film_loss:.0f} eV")
print(f"Change of transport mean free path at exit: {percent(sigma_tr, exit_transport)}")
print(f"Loss over one transport path at initial rate: {stopping * mfp_tr:.0f} eV")
print("OK")
```

It prints:

```
Largest relative error of ratio formula: 9.1e-15
Ratio at a = 0.001: 0.01183
Ratio at a = 0.01: 0.07323
Ratio at a = 0.1: 0.32754
Ratio at a = 1: 0.77259
Ratio at a = 10: 0.96824
Beam energy: 10000 eV; film thickness: 50 nm
Atomic number: 6; molar mass: 12.011 g/mol
Density (rough): 2.0 g/cm3
Atom density: 100.28 nm^-3
Lorentz factor: 1.01957; v/c: 0.1950
Wave number k: 514.82 nm^-1
Screening radius R: 0.02577 nm
Screening parameter a: 0.001420
ln(1+1/a): 6.5585
Bracket (1+a)ln(1+1/a)-1: 5.5678
Ratio sigma_tr/sigma: 0.015813
Small-a form of ratio: 0.015783
Total cross section: 4.2028e-04 nm^2
Transport cross section: 6.6461e-06 nm^2
Elastic mean free path: 23.73 nm
Transport mean free path: 1500 nm
Mean number of elastic collisions in 50 nm path: 2.107
Mean cosine after film path, formula: 0.96723
Mean cosine, Monte Carlo: 0.96727 +- 0.00035
Mean cosine at half transport path, formula: 0.6065
Same, Monte Carlo: 0.6062 +- 0.0013
Median single-collision angle: 4.31 deg
Collisions beyond 20 deg: 4.36 %
Share of sigma_tr beyond 20 deg: 61.4 %
Doubling a at fixed C, change of sigma: -50.07 %
Doubling a at fixed C, change of sigma_tr: -12.42 %
Weak-coupling test charge: 0.06 e
Weak coupling, waves vs Born, sigma: +0.050 %
Weak coupling, waves vs Born, sigma_tr: +0.021 %
Coupling Z*alpha/beta for carbon: 0.225
Beyond Born, change of sigma: -1.93 %
Beyond Born, change of sigma_tr: +0.82 %
Beyond Born, ratio: 0.016257
UHF density, electrons integrated: 6.00000
UHF screening, change of sigma: +48.98 %
UHF screening, change of sigma_tr: -3.26 %
UHF screening, ratio: 0.010269
Spin factor, change of sigma: -0.03 %
Spin factor, change of sigma_tr: -0.67 %
Inelastic deflection relative to sigma_tr: 16.9 %
Mean excitation energy (rough): 80 eV
Bethe stopping power: 3.91 eV/nm
Energy loss in film path: 195 eV
Change of transport mean free path at exit: -3.49 %
Loss over one transport path at initial rate: 5860 eV
OK
```
